# Diffusive Instability of a Film Growing from a Distant Vapour Source

## What goes wrong

Suppose a film is fed by a vapour that diffuses through a still gas from a flat source. The source is uniform and the gap is uniform, so one expects a uniform film. That expectation gives the right mean thickness and can give the wrong surface. A slight ripple of sufficiently long wavelength collects more material on its crests than in its troughs, and it grows while the mean deposition rate shows nothing unusual.

To judge how thick a film may become before it roughens, one needs the growth rate of each ripple. For wavenumber $k$ and mean growth speed $V$ it is close to $Vk$ in a window of wavenumbers. There $k$ is small compared with the cutoffs set by capillarity, surface diffusion and attachment, yet large compared with the inverse distance to the source.

## The model and the flat film

Let $z$ point from the film into the gas, with $z=0$ at the mean surface and the source at $z=L$. The source is taken to stay flat and to follow the mean surface, so $L$ is constant. The vapour is dilute, the gas is at rest and isothermal, and the surface energy $\gamma$ is isotropic. The vapour concentration $c$ (molecules per volume) has diffusivity $D$, and each molecule occupies a volume $\Omega$ in the solid.

If the gas adjusts quickly compared with the motion of the surface, $c$ obeys $\nabla^2c=0$. At the surface the arriving flux equals the net attachment,

$$D\,\partial_n c=k_s\,(c-c_{\rm surf}),$$

where $n$ points into the gas, $k_s$ is the attachment coefficient and $c_{\rm surf}$ is the concentration in equilibrium with the surface. Define the attachment length $\ell=D/k_s$.

For a flat film $c_{\rm surf}=c_{\rm eq}$ and $c_0=c_s+Gz$. The surface condition gives $c_s=c_{\rm eq}+\ell G$, and the source condition gives $c_L=c_s+GL$. Hence

$$G=\frac{c_L-c_{\rm eq}}{L+\ell},\qquad V=\Omega DG .$$

Mean growth is limited by diffusion when $\ell\ll L$.

## What curvature does

Let the surface be $z=h(x,t)$. Its energy per unit length along $y$ is $\gamma\int\sqrt{1+h_x^2}\,dx$. For small slopes a change $\delta h$ alters this by

$$\gamma\int h_x\,\delta h_x\,dx=-\gamma\int h_{xx}\,\delta h\,dx$$

after integration by parts. Adding one molecule, of volume $\Omega$, therefore costs the extra energy $\mu=\gamma\Omega\kappa$ with $\kappa=-h_{xx}$, which is positive on a crest.

This has two effects. First, the equilibrium vapour concentration rises by the factor $\exp(\mu/k_BT)$, so for small curvature

$$c_{\rm surf}=c_{\rm eq}(1+\Gamma\kappa),\qquad \Gamma=\frac{\gamma\Omega}{k_BT}.$$

Second, adsorbed molecules, with density $\nu$ and surface diffusivity $D_s$, drift down the gradient of $\mu$. Their flux is $j=-(D_s\nu/k_BT)\,\mu_x$, and the height changes by

$$\dot h=-\Omega j_x=\frac{D_s\nu\Omega}{k_BT}\,\mu_{xx}=-B\,h_{xxxx},\qquad B=D_s\nu\Omega\Gamma .$$

## The growth rate

Take $h=a\,e^{ikx+\omega t}$ with $k>0$ and $ka\ll1$, and keep first order in $h$. The perturbed concentration must satisfy Laplace's equation and vanish at the source:

$$c_1=A\,\frac{\sinh[k(L-z)]}{\sinh(kL)},\qquad c_1(0)=A,\qquad \partial_zc_1(0)=-KA,\qquad K=k\coth(kL).$$

The factor $e^{ikx+\omega t}$ is contained in $A$. On the displaced surface the concentration is $c_s+Gh+A$. The normal derivative equals $\partial_zc$ to first order, because the sideways part is a product of two small quantities, $h_x$ and $\partial_xc_1$. With $\kappa=k^2h$, the first-order part of the attachment condition, divided by $k_s$, is

$$-K\ell A=A+Gh-c_{\rm eq}\Gamma k^2h .$$

Collecting $A$ gives

$$A=-\frac{G-c_{\rm eq}\Gamma k^2}{1+K\ell}\,h .$$

Mass balance reads $\dot h=\Omega D\,\partial_zc_1(0)-Bk^4h=-\Omega DKA-Bk^4h$. Inserting $A$, and using $\Omega DG=V$,

$$\boxed{\;\omega=\frac{K\,(V-Ck^2)}{1+K\ell}-Bk^4,\qquad C=\Omega Dc_{\rm eq}\Gamma\;}$$

The term $KV$ is the amplification. The term $Ck^2$ describes evaporation from crests and condensation in troughs through the gas, and $Bk^4$ describes transport along the surface.

The linearization was tested by solving Laplace's equation with finite elements above a cosine surface of amplitude $0.02/k$, keeping the full curvature. In units $k=D=V=1$:

- $L=0.5$, $\ell=0.1$, $C=B=0$: computed rate 1.780, formula 1.779.
- $L=3$, $\ell=0.05$, $C=0.4$, $B=0.3$: computed 0.2740, formula 0.2741.
- $L=3$, $\ell=0.05$, $C=1.5$, $B=0$: computed $-0.4780$, formula $-0.4784$.

## Where the rate is $Vk$, and why

Let $k_c=\sqrt{V/C}$. If

$$\frac1L\ll k\ll\min\left[\frac1\ell,\;k_c,\;\left(\frac VB\right)^{1/3}\right],$$

then $K\simeq k$, the denominator is close to one, both damping terms are small, and $\omega\simeq Vk$.

The mechanism can be read from $A$. In this window $A\simeq-Gh$: the surface concentration is nearly fixed, so the disturbance must cancel the richer gas that a crest reaches into. It does so within a distance $1/k$, which steepens the gradient by $kGh$. The flux onto the crest therefore rises by the fraction $kh$. In the finite-element solution with $L=6$, $\ell=0.02$ and $C=B=0$, an amplitude of 0.02 gave a crest flux of 1.0196 and a trough flux of 0.9804 times the mean. The excess is slightly below 0.02 because of the factor $1/(1+K\ell)$.

Since $\omega/V\simeq k$, depositing a thickness $H$ multiplies the ripple by $e^{kH}$. For a ripple that stays within the window, slower deposition delays the roughness but does not reduce it at a given thickness. The window itself moves, however: lowering $V$ through a smaller $c_L$ or a wider gap lowers $k_c$ and $(V/B)^{1/3}$. In the iodine example below, cutting $V$ to a quarter in this way reduces the gain of the fastest ripple over 40 µm of film from 100 to about 10.

**Very long waves.** As $k\to0$, $K\to1/L$ and

$$\omega\to\frac{V/L}{1+\ell/L}=\frac{V}{L+\ell}.$$

A flat film explains this. Raised by $h$ towards a fixed source, it grows at $\Omega D(c_L-c_{\rm eq})/(L-h+\ell)$, whose derivative at $h=0$ is $V/(L+\ell)$. Each part of a very long ripple behaves as a separate flat film, and the rate does not vanish with $k$. This holds for a source that stays flat. A subliming solid source recedes faster above a crest. Let $h_2$ be its displacement and set $\ell=C=B=0$. Then $\dot h=Vk\,[h\coth(kL)-h_2/\sinh(kL)]$ and $\dot h_2=Vk\,[h/\sinh(kL)-h_2\coth(kL)]$, so $\omega^2=V^2k^2[\coth^2(kL)-1/\sinh^2(kL)]=V^2k^2$ at any $kL$. For such a source the long-wave rate above is only the initial rate, valid while the deposited thickness is small compared with $L$.

**Slow attachment.** If $K\ell\gg1$ and the damping terms are negligible, $\omega\simeq V/\ell$. The factor $k$ disappears, because attachment rather than the gas now controls how flux is shared between crest and trough.

## Drift and delay in the gas

Laplace's equation ignores the motion of the surface through the gas and the time the gas needs to respond. Both can be included in a simplified model in which the background gas stays at rest while the surface passes through it. A real carrier gas cannot enter the film and is pushed ahead of it, so the exact result below belongs to the model. In the iodine example that follows, both effects are of relative size $V/(Dk)\sim5\times10^{-10}$ at the fastest ripple and are negligible. The condensing vapour also draws the gas mixture towards the film. With $n$ gas molecules per volume, this drift has relative size $V/(\Omega nDk)\sim2\times10^{-7}$, which is larger but still negligible. Take a perfectly absorbing surface, $c_{\rm eq}=\ell=B=0$, with a source so far away that the disturbance dies out before reaching it. In the frame moving with the mean surface,

$$\partial_tc=D\nabla^2c+V\partial_zc .$$

The flat solution has $c_0'=Ge^{-Vz/D}$, so $c_0''(0)=-GV/D$. A disturbance $Ae^{-qz}$ requires

$$q^2-\frac VD\,q-k^2-\frac{\omega}{D}=0 .$$

Zero concentration on the displaced surface gives $A=-Gh$, and mass balance gives

$$\omega h=\Omega D\,[c_0''(0)h-qA]=V\left(q-\frac VD\right)h .$$

Hence $q=\omega/V+V/D$. Then $q(q-V/D)=\omega^2/V^2+\omega/D$. Inserted in the equation for $q$, the terms $\omega/D$ cancel and leave $\omega^2=V^2k^2$. The growing solution is $\omega=Vk$, with $q=k+V/D>0$. In this limiting model the two neglected effects cancel.

A discretized time-dependent calculation at the severe value $V/(Dk)=0.5$, with $kL=10$, gave $0.9991\,Vk$. That value serves as a mathematical trial: integrating $c_0'$ gives $c_L=(1-e^{-VL/D})/\Omega$, so a dilute vapour requires $VL/D\ll1$. A "distant" source thus has $kL\gg1$ while $VL/D$ stays small.

## Which ripple wins

Take $kL\gg1$ and $k\ell\ll1$. If capillarity acts through the vapour alone, $\omega=V(k-k^3/k_c^2)$. Setting the derivative to zero gives $1=3k^2/k_c^2$, so

$$k^*=\frac{k_c}{\sqrt3},\qquad \omega^*=Vk^*\left(1-\tfrac13\right)=\tfrac23Vk^* .$$

If surface diffusion acts alone, $\omega=Vk-Bk^4$ and $V=4Bk^3$ at the maximum, so

$$k^*=\left(\frac{V}{4B}\right)^{1/3},\qquad \omega^*=Vk^*\left(1-\tfrac14\right)=\tfrac34Vk^* .$$

In the first case, writing $S=c_L/c_{\rm eq}$,

$$k_c^2=\frac{G}{c_{\rm eq}\Gamma}=\frac{S-1}{\Gamma(L+\ell)} .$$

When $\ell\ll L$, the diffusivity drops out. At fixed $S$ and $\Gamma$, a wider gap then makes the fastest ripple longer, as $\sqrt L$, and reduces its growth per deposited thickness, as long as the gas stays still and heating of the crests can be ignored.

## Example: iodine through nitrogen

Iodine is volatile enough for capillarity to act through the gas. Consider a film at 300 K and a 10 mm gap filled with nitrogen at 1 atm. Rough typical values are an equilibrium pressure of 0.3 Torr, $D=0.08\ \mathrm{cm^2/s}$ and $\gamma=0.05\ \mathrm{J/m^2}$. The surface diffusivity, $10^{-6}\ \mathrm{cm^2/s}$, is an assumed value, with one adsorbed molecule per area $\Omega^{2/3}$. The source pressure is 0.6 Torr, so $S=2$. Thermochemical data put the equilibrium pressure at 0.31 Torr at 298 K and 0.36 Torr at 300 K. At fixed $S$ the higher value would raise $V$ by 20 % and shorten the times below in proportion, leaving the wavelengths almost unchanged.

For attachment, a fraction $s$ of the molecules striking the surface sticks. The striking rate is $c\bar v/4$, so $k_s=s\bar v/4$, with mean speed $\bar v=158$ m/s. For $s=1$ this gives $\ell=0.20$ µm. The estimate ignores the distortion of the velocity distribution by the net flux. This matters little here: $k^*\ell=0.036$, so dropping $\ell$ altogether would change the rate at $k^*$ by about 4 %.

With $\Omega=0.0860\ \mathrm{nm^3}$ and $c_{\rm eq}=9.66\times10^{21}\ \mathrm{m^{-3}}$,

$$V=\frac{(8.60\times10^{-29})(8\times10^{-6})(9.66\times10^{21})}{0.010}\ \mathrm{m/s}=0.66\ \mathrm{nm/s},$$

or 2.4 µm/h. With $\Gamma=1.04$ nm, the cutoff wavelength is

$$\frac{2\pi}{k_c}=2\pi\sqrt{(1.04\times10^{-9})(0.010)}\ \mathrm{m}\approx20\ \text{µm}.$$

Multiplying by $\sqrt3$ predicts a fastest wavelength of 35 µm; the full formula gives 35.5 µm. There $k^*=0.177\ \text{µm}^{-1}$ and $\omega^*=0.651\,Vk^*=7.7\times10^{-5}\ \mathrm{s^{-1}}$. The ripple grows by a factor $e$ in 3.6 h, during which 8.7 µm of film is deposited.

If this Fourier component starts with an amplitude of 10 nm, reaching 1 µm takes $\ln100=4.6$ such periods: 16.7 h and 40 µm of film. At the end $ka=0.18$, near the limit of a small-slope theory. The film has used 0.4 % of the gap, so treating $L$ as constant is harmless.

The window is wide. The ratio $\omega/(Vk)$ is 0.95 at a wavelength of 100 µm, 0.998 at 1 mm and 1.000 at 10 mm. At 100 mm it is 1.80, because $kL$ is no longer large and $\coth(kL)$ exceeds one. With a subliming iodine source this is the initial value; it falls towards one only after a thickness of order $L$ has been deposited. At 10 µm it is $-2.8$: such ripples decay. At $k^*$ the damping by surface diffusion is only 0.1 % as large as the capillary damping through the vapour.

## Poor sticking

Keep the pressures and the gap fixed and lower $s$ to 0.01. Then $\ell=20$ µm, still tiny beside 10 mm, and $V$ falls by merely 0.2 %. A measurement of mean growth would still call the process diffusion-limited. Yet the fastest wavelength moves to 56 µm and its $e$-folding time rises from 3.6 h to 14 h. Mean growth compares $\ell$ with $L$; a ripple compares $\ell$ with $1/k$.

## Heat from the warmer source

To supply twice the vapour pressure, the source must be 8.5 K hotter than the film. Heat then reaches the film by conduction through the gas, 22.1 W/m², as latent heat, $W=0.80$ W/m², and by thermal radiation. Crests become warmer and evaporate more. The estimate below first leaves radiation out, which is justified only if the surfaces exchange little of it.

Let $\sigma_s,\sigma_g$ be the thermal conductivities of solid and gas, and $g_s,g_g$ the flat-film temperature gradients, with $\sigma_sg_s=\sigma_gg_g+W$. For a solid much thicker than $1/k$, the temperature disturbances are $\alpha he^{kz}$ in the solid and $\beta he^{-kz}$ in the gas. Let $\theta$ be the surface temperature rise per unit height. Continuity gives $\theta=g_s+\alpha=g_g+\beta$. The first-order heat balance is $\sigma_s\alpha+\sigma_g\beta=Wr$, with $r=\omega/(Vk)$. Substituting $\alpha=\theta-g_s$ and $\beta=\theta-g_g$,

$$\theta=\frac{\sigma_sg_s+\sigma_gg_g+Wr}{\sigma_s+\sigma_g}.$$

With rough conductivities of 0.45 and 0.026 W/(m K), this is $(22.9+22.1+0.5)/0.476\approx96$ K/m.

The vapour pressure follows $e^{-E/k_BT}$, with $E$ the sublimation energy per molecule. It doubles over $\Delta T=8.5$ K, so its fractional rise per kelvin at the film is $E/k_BT^2=\ln2\,(T+\Delta T)/(T\Delta T)=0.084\ \mathrm{K^{-1}}$. Since $c_{\rm eq}/G\approx L$ when $S=2$, the driving gradient falls by the fraction $f=0.084\times96\times0.010\approx8\,\%$.

Replacing $1-k^2/k_c^2$ by $1-f-k^2/k_c^2$ multiplies $k^*$ by $\sqrt{1-f}$ and $\omega^*$ by $(1-f)^{3/2}$. Without radiation, and once the film is much thicker than $1/k^*\approx6$ µm, the fastest ripple becomes about 4 % longer and 12 % slower. In a thinner film the shift also depends on the substrate.

Radiation can enlarge this correction. Between two black surfaces at these temperatures it would carry 54 W/m². If it is absorbed at the film surface, it adds to $\sigma_sg_s$ and raises $\theta$ to about 210 K/m. Then $f\approx18\,\%$, and the fastest ripple becomes about 10 % longer and 25 % slower. The actual shift depends on how strongly the film and source absorb and emit infrared light. The radiative flux does not fall as the gap widens, so its part of $f$ grows in proportion to $L$; for black surfaces 30 mm apart, $f\approx37\,\%$.

## How far to trust it in a real reactor

Real iodine is the weakest point of the isotropic model: its crystals have facets, on which growth needs steps and the linear attachment law can fail. The calculation suits a microscopically rough or fine-grained surface better. Even there $\gamma$ is uncertain; doubling it, with all else fixed, moves the fastest wavelength to 50 µm and the $e$-folding time to 5.1 h.

Thermal diffusion, with an assumed factor of 0.5, contributes about 1.4 % of the diffusive flux at the film. The Rayleigh numbers, 790 for heat and 244 for vapour, lie below the onset value of roughly 1700 for a simple fluid layer between rigid horizontal plates, so still gas is a reasonable assumption in a level, evenly heated cell of this size. The margin depends on orientation, and both numbers grow as $L^3$. With the source below, heat drives convection and the heavy vapour opposes it, and the difference $790-244$ reaches the onset value at a gap of about 15 mm. With the source above, the stable temperature gradient outweighs the vapour. The gas between the plates is supersaturated by at most about 6 %; nucleation there is assumed absent.

Pressure sets a further limit. Diffusion requires the distance over which a vapour molecule keeps its direction to be much shorter than $1/k$. Here the estimate $3D/\bar v$ gives 0.15 µm for this distance, and its product with $k^*$ is 0.027. The path between collisions is shorter still, because a heavy iodine molecule keeps most of its direction when it hits a light nitrogen molecule. Consider instead a reactor at 1 Torr. For a trace vapour at the same temperature this distance scales inversely with pressure, and would be roughly 100 µm. For ripples with wavelengths of tens of micrometres, the arriving molecules would then keep most of their direction over the distance $1/k$, and the law $\omega=Vk$ could not be applied to them. The numerical output below lists the remaining values.

## Numbers as computed

```
Corrugated-domain solution, units k = D = V = 1, amplitude 0.02
  L     ell   C    B    rate (elements)  rate (formula)
  6     0.02  0    0       0.9803          0.9804
  0.5   0.1   0    0       1.7803          1.7790
  6     2     0    0       0.3333          0.3333
  3     0.05  0.4  0       0.5739          0.5741
  3     0.05  0.4  0.3     0.2740          0.2741
  3     0.05  1.5  0      -0.4780         -0.4784
Flux/mean, first case: crest 1.0196, trough 0.9804
Full time-dependent rate at V/(D k) = 0.5: 0.9991 V k
Peak rate/(V k*): vapour capillarity 0.6667, surface diffusion 0.7500
Iodine: T 300 K, p_eq 0.3 Torr, p_source 0.6 Torr, L 10 mm
D 0.08 cm2/s, D_s 1e-06 cm2/s, surface energy 0.05 J/m2, sticking 1
Density 4.9 g/cm3, molar mass 253.8 g/mol, Omega 0.0860 nm3
c_eq 9.656e+21 m^-3, Gamma 1.038 nm
Mean molecular speed 158.2 m/s, mean free path 0.152 um, ell 0.202 um
C 6.899e-21 m3/s, B 4.583e-29 m4/s
Growth speed V 0.6644 nm/s = 2.392 um/h
Cutoff wavelength 2 pi/k_c 20.25 um; neutral, full formula 20.27 um
Long-wave edge 2 pi L 62.8 mm
Fastest: wavelength 35.51 um, k* 0.1769 um^-1, rate 7.656e-05 s^-1
Simple estimate sqrt(3)*2 pi/k_c 35.07 um
Rate/(V k*) 0.6513; e-fold time 3.63 h, thickness 8.68 um
10 nm to 1 um amplitude: 16.7 h, 40.0 um of film; final k*a 0.177
  wavelength   100000 um: rate/(V k)   1.7956
  wavelength    10000 um: rate/(V k)   0.9999
  wavelength     1000 um: rate/(V k)   0.9983
  wavelength      100 um: rate/(V k)   0.9470
  wavelength       50 um: rate/(V k)   0.8152
  wavelength       20 um: rate/(V k)  -0.0254
  wavelength       10 um: rate/(V k)  -2.7667
Neglected: source hotter by 8.50 K; heat flux gas 22.1, latent 0.80 W/m2
Crest heating 95.7 K/m lowers the driving gradient by 8.0 %
Thermal diffusion (factor 0.5) / diffusion flux 1.4 %
Rayleigh numbers: heat 790, vapour 244
Largest supersaturation ratio in the gas 1.056
k* x mean free path 0.0268, k* ell 0.0358, V/(D k*) 4.7e-10
Surface-diffusion / vapour capillary damping at k* 1.18e-03
surface energy doubled: V 0.6644 nm/s, ell 0.20 um, fastest 50.04 um, e-fold 5.08 h
sticking 0.01: V 0.6631 nm/s, ell 20.23 um, fastest 55.82 um, e-fold 14.05 h
```
